# Can a Smooth Cartesian Network Learn the Nuclear Cusp?

**The argument under review**

The manuscript represents a wave function by a network whose inputs are the Cartesian coordinates of the electron and whose activation functions are smooth. It argues as follows. Such networks approximate any continuous function as closely as desired. The true wave function, cusp included, is continuous. A sufficiently wide and well-trained network therefore learns the cusp, the local energy becomes regular at the nucleus, and no electron–nucleus distance need be supplied. The converged energy is offered as evidence.

The first two sentences of the argument are sound (the first for non-polynomial activation functions and on a bounded region), but the conclusion does not follow from them. The local energy contains second derivatives, and closeness of function values does not control these. Two questions have to be separated: what the local energy does at the nucleus, and how much variance this leaves.

**What smoothness implies at the nucleus**

One electron in the field of a fixed point charge $Z$ suffices. In Hartree atomic units,

$$H=-\tfrac12\nabla^2-\frac Zr,\qquad E_L=\frac{H\psi}{\psi}=T_L-\frac Zr,\qquad T_L=-\frac{\nabla^2\psi}{2\psi}.$$

Let $\psi$ be real, normalizable and twice continuously differentiable in $x,y,z$, with $\psi(0)\neq0$. By continuity there is a ball around the nucleus in which $|\psi|\ge|\psi(0)|/2$ and $\nabla^2\psi$ is bounded. Hence $T_L$ is bounded there, and

$$rE_L=rT_L-Z\;\longrightarrow\;-Z\qquad(r\to0).$$

The coefficient of the divergence is the full nuclear charge, whatever the width, depth or training of the network. The exact ground state $\psi_0=e^{-Zr}$ escapes because it is not differentiable at the origin: its $T_L=Z/r-Z^2/2$ supplies the missing $+Z/r$.

Training can change the radius within which the cancellation fails. The useful question is therefore quantitative.

**A lower bound on the variance**

Suppose $T_L\le\Lambda$ everywhere. Let $\rho=\psi^2/\int\psi^2\,d^3r$, let angle brackets denote averages over $\rho$, and let $\bar E=\langle E_L\rangle$. Since $\bar E=\langle T_L\rangle-Z\langle1/r\rangle<\Lambda$, the radius

$$R=\frac{Z}{\Lambda-\bar E}$$

is positive. For $r<R$,

$$E_L-\bar E\le\Lambda-\bar E-\frac Zr=\frac ZR-\frac Zr<0 .$$

Both sides are negative, so squaring reverses the inequality: $(E_L-\bar E)^2\ge(Z/r-Z/R)^2$. Keeping only this ball in the variance, and replacing the density by its minimum $\rho_{\min}$ there, gives

$$\sigma^2\ge4\pi\rho_{\min}Z^2\int_0^R\left(1-\frac rR\right)^2dr=\frac{4\pi}{3}Z^2R\,\rho_{\min}.$$

The factor $r^2$ of the volume element has cancelled the $1/r^2$ of the squared divergence, and the last integral is $R/3$. If the density near the nucleus stays away from zero, $\sigma^2$ can vanish along a sequence of networks only if $\Lambda\to\infty$. For a density close to the exact one, $\rho(0)\approx Z^3/\pi$, and for large $\Lambda$, where $R\approx Z/\Lambda$, the bound is about $4Z^6/(3\Lambda)$. Halving it requires doubling the largest local kinetic energy.

The bound cannot be improved by a constant factor in this limit. Take the ground state of the capped potential $-\min(Z/r,Z/R_c)$, with energy $E'$. The potential is continuous, so the state is smooth enough for the argument above. Its Schrödinger equation gives $T_L=E'+\min(Z/r,Z/R_c)$. With the true potential, $E_L-E'$ is therefore zero outside $R_c$ and $Z/R_c-Z/r$ inside. For small $R_c$ its mean square is $4\pi Z^2R_c\rho(0)/3$, while its mean, $-2\pi Z\rho(0)R_c^2/3$, contributes only at order $R_c^4$ when squared. For $Z=1$ the computed ratio of variance to bound is 1.059 at $R_c=0.1$ bohr and 1.006 at $R_c=0.01$ bohr.

**Why the converged energy is weak evidence**

An explicit smooth function shows how energy and variance part company. Let

$$\psi=e^{-Zs},\qquad s=\sqrt{r^2+a^2}.$$

Since $|e^{-Zr}-e^{-Zs}|\le Z(s-r)\le Za$, it approaches $\psi_0$ uniformly as $a\to0$, which is the kind of approximation the manuscript invokes. From $s'=r/s$ and $s''=a^2/s^3$,

$$\nabla^2s=s''+\frac{2s'}r=\frac{a^2}{s^3}+\frac2s,\qquad \frac{\nabla^2\psi}{\psi}=-Z\nabla^2s+Z^2\frac{r^2}{s^2}.$$

Now set $r=ax$ and $q=1+x^2$, and use $r^2/s^2=1-1/q$. With $E_0=-Z^2/2$,

$$E_L-E_0=\frac Za\,g(x)+\frac{Z^2}{2q},\qquad g=\frac1{\sqrt q}+\frac1{2q^{3/2}}-\frac1x .$$

For $Za\ll1$ the first term dominates the variance. At large $x$ the terms in $1/x$ and $1/x^3$ cancel and $g\approx-3/(8x^5)$, so the error is confined to distances of order $a$. There $\rho\approx Z^3/\pi$, and

$$\sigma^2\approx\frac{Z^3}{\pi}\,4\pi a^3\,\frac{Z^2}{a^2}\int_0^\infty x^2g^2dx=4Z^5a\int_0^\infty x^2g^2dx .$$

Expanding the square and writing $x^2/q=1-1/q$,

$$x^2g^2=2\left(1-\frac{x}{\sqrt q}\right)-\frac1q+\frac{x^2}{q^2}+\frac{x^2}{4q^3}-\frac{x}{q^{3/2}} .$$

The first term integrates to $2[x-\sqrt q]_0^\infty=2$ and the last to $-1$. With $x=\tan\theta$ the others give $-\pi/2$, $\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/4$ and $\frac14\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/64$. Thus

$$\sigma^2\approx4\left(1-\frac{15\pi}{64}\right)Z^5a\approx1.055\,Z^5a .$$

Here $T_L$ is largest at the origin, where it equals $3Z/(2a)$. Hence $R\approx2a/3$, and the general bound is $\frac89Z^5a$, somewhat below the actual variance, as it must be.

For the energy, write $\psi=\psi_0f$. Because $(H-E_0)\psi_0=0$,

$$(H-E_0)\psi_0f=-\nabla\psi_0\cdot\nabla f-\tfrac12\psi_0\nabla^2f=-\frac1{2\psi_0}\nabla\cdot(\psi_0^2\nabla f).$$

Multiplying by $\psi_0f$ and integrating by parts, with no surface term for these decaying functions, gives

$$\bar E-E_0=\frac{\tfrac12\int\psi_0^2|\nabla f|^2d^3r}{\int\psi_0^2f^2d^3r}.$$

In our case $f=e^{-Z(s-r)}$, so $|\nabla f|=Z(1-x/\sqrt q)f$. To leading order $f=1$ and the normalized $\psi_0^2$ is $Z^3/\pi$ in the relevant region:

$$\bar E-E_0\approx2Z^5a^3\int_0^\infty x^2\left(1-\frac x{\sqrt q}\right)^2dx .$$

Using $x^4/q=x^2-1+1/q$, an antiderivative of the integrand is

$$\tfrac23x^3-x+\arctan x-\tfrac23q^{3/2}+2\sqrt q .$$

At infinity the powers of $x$ cancel and leave $\pi/2$; at zero the value is $4/3$. Therefore

$$\bar E-E_0\approx2\left(\frac\pi2-\frac43\right)Z^5a^3\approx0.475\,Z^5a^3 .$$

The energy error is cubic in the rounding radius and the variance is linear. Within this family, reducing the energy error a thousandfold reduces the variance only about tenfold.

For $Z=1$ and $a=0.01$ bohr the leading formulas give $1.055\times10^{-2}$ Hartree$^2$ and $4.75\times10^{-7}$ Hartree. Direct integration gives $1.028\times10^{-2}$ Hartree$^2$ and $4.32\times10^{-7}$ Hartree. The 9% shortfall in the energy error, relative to its formula, has an identifiable main source. The energy integrand falls only as $1/(4x^2)$, and the decay of the density multiplies it by about $1-2Zax$ up to $x\sim1/(Za)$. This lowers the integral by roughly $(Za/2)\ln(1/Za)=0.023$, or about 10% of $\pi/2-4/3=0.237$. At $a=10^{-4}$ bohr the shortfall is 0.2%.

**What a Monte Carlo run sees**

At $a=0.01$ bohr the ball $r<a$ carries 98.9% of the variance, but the electron is found there with probability $1.3\times10^{-6}$. Among $10^5$ independent samples one expects 0.13 visits. Such a run will usually miss the region and report a variance that is far too small.

The estimated variance also has an irregular error. With a cutoff at $r=\varepsilon$, the fourth moment of $E_L$ contains

$$4\pi\rho(0)\int_\varepsilon r^2\,\frac{Z^4}{r^4}\,dr\approx\frac{4\pi\rho(0)Z^4}{\varepsilon},$$

which diverges as $\varepsilon\to0$. The second moment is finite at the nucleus, so the mean energy of $N$ independent samples still has standard deviation $\sigma/\sqrt N$ with the true $\sigma$. The sample variance, whose own variance involves the fourth moment, has no such finite error, and an error bar computed from it inherits the defect. At $a=0.01$ bohr and $N=10^5$ the true $\sigma/\sqrt N$ is $3.2\times10^{-4}$ Hartree. A typical run reports an error bar of about $1.4\times10^{-5}$ Hartree and a mean about $7\times10^{-5}$ Hartree too high, and only about one run in three lies within two reported error bars of the true energy. A smooth-looking variance curve during training is therefore not proof of a repaired cusp. Plotting $rE_L$ along a line into the nucleus is a direct diagnostic.

**Trained networks**

To apply the bound to an actual network, take

$$\ln\psi=-J,\qquad J=\sum_kc_k\ln(1+e^{h_k}),\qquad h_k=\mathbf w_k\cdot\mathbf r+b_k,\qquad c_k\ge0 .$$

Let $S(h)=1/(1+e^{-h})$. Then $\nabla J=\sum_kc_kS(h_k)\mathbf w_k$, and since $S'=S(1-S)\le1/4$,

$$T_L=\tfrac12\left(\nabla^2J-|\nabla J|^2\right)\le\tfrac12\sum_kc_kS'(h_k)|\mathbf w_k|^2\le\frac18\sum_kc_k|\mathbf w_k|^2 .$$

The weights alone thus supply an admissible $\Lambda$. Moreover $\ln\psi$ is concave. Every point of a ball lies on a chord between two surface points, so the smallest density in the ball is found on its surface.

Networks with 6 and 18 hidden units were trained for $Z=1$ by least squares on $E_L-E_0$, weighted with the known ground-state density, and then evaluated with their own densities on a separate grid. Each result comes from one start and a limited number of iterations; none is claimed to be a global optimum.

For 18 units, $\Lambda=4.107$ Hartree and $\bar E=-0.483$ Hartree, so

$$R=\frac1{4.107+0.483}=0.218\ \text{bohr}.$$

The resulting lower bound is 0.188 Hartree$^2$, and the variance found is 0.300 Hartree$^2$. Since the bound counts only the ball $r<R$, at least 62% of the variance comes from there. The standard deviation is 0.55 Hartree (14.9 eV), larger in magnitude than the ground-state energy itself.

Going from 6 to 18 units lowers the energy error from 0.030 to 0.017 Hartree but the variance only from 0.329 to 0.300 Hartree$^2$, a reduction of 9%. The kinetic cap hardly moves, from 4.06 to 4.11 Hartree. This similarity, like the figure of 9%, depends on where training is stopped, here after at most 40 function evaluations. The 6-unit network has by then settled and does not change with further training. The 18-unit network has not: allowed 400 evaluations, it reaches a cap of 8.9 Hartree, an energy error of 0.006 Hartree and a variance of 0.24 Hartree$^2$, so its energy error falls threefold while its variance falls by a fifth. The training loss is not the network's own variance, and for 6 units that variance rises during training, from 0.23 to 0.33 Hartree$^2$. At $r=10^{-6}$ bohr both networks have $rE_L=-1.000$ Hartree bohr, as smoothness requires.

**What a distance input changes**

Let the hidden input become $h_k=\mathbf w_k\cdot\mathbf r+v_kr+b_k$. Because $\nabla^2r=2/r$, $\nabla^2J$ acquires the term $\sum_kc_kS(h_k)\,2v_k/r$, while all other terms in $T_L$ remain bounded near the nucleus. Hence

$$rE_L\to\sum_kc_kv_kS(b_k)-Z .$$

The limit is now adjustable, and training can drive it towards zero. It is not zero automatically. The function $e^{-\zeta r}$ has $E_L=-\zeta^2/2+(\zeta-Z)/r$, with $\langle1/r\rangle=\zeta$ and $\langle1/r^2\rangle=2\zeta^2$, so

$$\sigma^2=(\zeta-Z)^2(2\zeta^2-\zeta^2)=\zeta^2(\zeta-Z)^2 .$$

For $Z=1$ and $\zeta=0.95$ this is $0.9025\times0.0025=2.26\times10^{-3}$ Hartree$^2$, despite the explicit distance.

A 6-unit network with the distance input, trained by the same procedure from a start suited to that input, reaches a variance of $2.0\times10^{-5}$ Hartree$^2$. Its standard deviation is $4.5\times10^{-3}$ Hartree (0.12 eV). It has 36 parameters, against 90 in the 18-unit Cartesian network. The comparison favours it, since its starting weights already give a variance of 0.052 Hartree$^2$, below both trained Cartesian networks. Its local energy still diverges, however: $rE_L=-0.0031$ Hartree bohr near the nucleus. The cusp has been learned to about 0.3% of $Z$, not imposed.

It can be imposed without giving the network any distance. For $\psi=e^{-Zr}F$, with $F$ smooth and $F(0)\ne0$,

$$E_L=-\frac{Z^2}{2}+Z\frac{\partial_rF}{F}-\frac{\nabla^2F}{2F},$$

because the $+Z/r$ from the prefactor cancels the potential. Every remaining term is bounded near the nucleus. By contrast, supplying $r^2$ or $\sqrt{r^2+a^2}$ with fixed $a>0$ to a smooth network leaves the original obstruction intact, since both are smooth functions of $x,y,z$.

**The case of a node at the nucleus**

The assumption $\psi(0)\ne0$ matters for the size of the effect. Take $\psi=zG(r^2)$ with $G$ smooth and $G(0)\ne0$. Then $\nabla^2\psi=z(4r^2G''+10G')$, so $T_L$ is again bounded and $rE_L\to-Z$. But the density now vanishes as $z^2$, and the divergent term contributes an amount proportional to $\int_0^Rr^2\,r^2\,r^{-2}dr=R^3/3$ to the variance, instead of one proportional to $R$. The lower bound above remains true but becomes empty, because $\rho_{\min}=0$.

**Requested revision**

The claim that the network learns the cusp should be withdrawn for smooth Cartesian inputs. The manuscript should either add the distance as an input and report the remaining $rE_L$, or build the cusp into a prefactor. If the present network is kept and a finite kinetic cap can be established for it, the cap and the corresponding variance bound should accompany the energy. A wave function with a node away from the nucleus may have no such cap, because $T_L$ is unbounded near points where $\psi=0$ but $\nabla^2\psi\ne0$. The numerical output below gives the values behind this assessment.

## Numbers as computed

```
Model charge Z = 1; exact ground energy = -0.5 Hartree
variance coefficient = 1.054757
energy-error coefficient = 0.474926
Rounded exponential: a [bohr], energy error [Hartree],
  variance [Hartree^2], lower bound [Hartree^2]
  0.1: 2.69727e-04, 8.23900e-02, 6.84704e-02
  0.01: 4.32083e-07, 1.02758e-02, 8.65002e-03
  0.001: 4.68345e-10, 1.05199e-03, 8.86460e-04
  0.0001: 4.74038e-13, 1.05448e-04, 8.88646e-05
a=0.01 bohr: variance share in r<a = 0.9890
a=0.01 bohr: probability of r<a = 1.3003e-06
fourth moment / predicted divergence = 0.999385
  (a = 0.1 bohr, cutoff = 1e-6 bohr)
Z=3, a=0.0001 bohr: variance/formula = 0.99921
Z=3, a=0.0001 bohr: energy error/formula = 0.99508
Capped Coulomb: R [bohr], variance [Hartree^2], variance/bound
  0.1: 1.049105e-01, 1.05936
  0.01: 1.305153e-02, 1.00599
exp(-0.95 r): variance = 2.256250e-03 Hartree^2
Cartesian network: 6 units, 30 parameters
  mean energy = -0.47003 Hartree
  variance = 0.32882 Hartree^2
  standard deviation = 0.5734 Hartree = 15.604 eV
  kinetic cap from weights = 4.0595 Hartree
  bound radius = 0.22077 bohr
  variance lower bound = 0.13762 Hartree^2
  r E_L at r=1e-6 bohr = -0.999996 Hartree bohr
Cartesian network: 18 units, 90 parameters
  mean energy = -0.48339 Hartree
  variance = 0.29977 Hartree^2
  standard deviation = 0.5475 Hartree = 14.899 eV
  kinetic cap from weights = 4.1074 Hartree
  bound radius = 0.21783 bohr
  variance lower bound = 0.18784 Hartree^2
  r E_L at r=1e-6 bohr = -0.999996 Hartree bohr
Distance network: 6 units, 36 parameters
  mean energy = -0.4999652 Hartree
  variance = 2.0382e-05 Hartree^2
  standard deviation = 4.5146e-03 Hartree = 1.2285e-01 eV
  r E_L at r=1e-6 bohr = -3.1392e-03 Hartree bohr
```
